Convergence of Rayleigh-Schroedinger series below half the level distance

**The result**

Let H0 be a self-adjoint Hamiltonian with an isolated, nondegenerate level E0 and unit eigenvector φ0. Let d > 0 be the distance from E0 to the rest of the spectrum of H0, including any continuum. Let V be a bounded Hermitian perturbation with operator norm ‖V‖ > 0, the largest factor by which V can stretch a vector. For

H(λ) = H0 + λV

the Rayleigh-Schroedinger series for the energy and for the eigenvector converge whenever

|λ| < r0, r0 = d/(2‖V‖).

At the physical coupling λ = 1 this reads

‖V‖ < d/2.

The condition is sufficient, not necessary. The factor 1/2 cannot be raised, because the matrix

H(λ) = [[0, λv], [λv, d]], v > 0

has ‖V‖ = v and a convergence radius of d/(2v), which equals r0.

Atomic units are used in the algebra. The relations between energies are homogeneous, so numbers may be inserted in eV.

**The series and two estimates**

The eigenvector is normalized by <φ0|ψ(λ)> = 1. Write

E(λ) = Σ λⁿE_n, ψ(λ) = Σ λⁿψ_n, n = 0, 1, 2, ...

with ψ_0 = φ0, so that <φ0|ψ_n> = 0 for n ≥ 1. The terms of order λⁿ in H(λ)ψ = Eψ are

H0ψ_n + Vψ_(n−1) = Σ_(k=0)^n E_kψ_(n−k).

The inner product with φ0 removes H0ψ_n, because <φ0|H0ψ_n> = E0<φ0|ψ_n> = 0. On the right it leaves k = n alone:

E_n = <φ0|V|ψ_(n−1)>.

Let Q = 1 − |φ0><φ0|. Moving the k = 0 term to the left and applying Q, which removes the k = n term E_nφ0, gives

ψ_n = Q(E0 − H0)⁻¹[Vψ_(n−1) − Σ_(k=1)^(n−1) E_kψ_(n−k)].

The inverse acts on the range of Q, where E0 − H0 has no zero. These equations fix every term. If E(λ) and ψ(λ) are analytic, their Taylor coefficients therefore are the Rayleigh-Schroedinger terms. For unbounded H0 the comparison of orders is still allowed: H0ψ = (E − λV)ψ is then analytic too, and H0, being closed, may act term by term.

It remains to prove analyticity in the disc |λ| < r0. The coupling must be allowed to be complex, since the convergence of a power series is governed by a disc. Set

s = |λ|‖V‖, so that s < d/2 inside the disc.

First estimate: every point of the spectrum of H(λ) lies within s of the spectrum of H0. Suppose that z is at a distance δ > s from that spectrum. Since H0 is self-adjoint, G0(z) = (z − H0)⁻¹ has norm 1/δ. Then

z − H(λ) = (z − H0)[1 − G0(z)λV].

The operator subtracted from 1 has norm at most s/δ < 1, so the bracket has an inverse given by a geometric series. Thus z − H(λ) is invertible and z is not in the spectrum.

Second estimate: an eigenvector whose eigenvalue E lies within d/2 of E0 has a nonzero component along φ0. By the first estimate E is within s of some point of the spectrum of H0. That point must be E0, since all others are more than d/2 from E. Hence

|E − E0| ≤ s.

Write ψ = aφ0 + χ with χ in the range of Q, and let K be H0 restricted to that range. Applying Q to H(λ)ψ = Eψ gives

(K + λQVQ − E)χ = −aλQVφ0.

The spectrum of K is at least d from E0, so it is at least d − s from E, and (K − E)⁻¹ has norm at most 1/(d − s). Factor the operator on the left:

K + λQVQ − E = (K − E)[1 + (K − E)⁻¹λQVQ].

The second term in the bracket has norm at most s/(d − s), which is below 1 because s < d/2. The inverse of the whole operator therefore exists, with norm at most

[1/(d − s)]·1/[1 − s/(d − s)] = 1/(d − 2s).

If a were zero, χ would be zero and there would be no eigenvector. Thus a ≠ 0 and we may set a = 1. Since ‖λQVφ0‖ ≤ s,

‖ψ − φ0‖ ≤ s/(d − 2s).

This bound, not necessarily the correction itself, grows without limit as s approaches d/2.

**First derivation: the resolvent on a circle**

Draw the circle |z − E0| = ρ in the complex energy plane, with 0 < ρ < d. Its distance from E0 is ρ, and its distance from the other levels is at least d − ρ. The guaranteed distance is the smaller of the two, which is largest when ρ = d/2. On that circle

‖G0(z)‖ ≤ 2/d.

For the levels −5, 0, 4, 6.5 and 9 eV, with the target at 0, the largest resolvent norm is 1.0, 0.67, 0.50, 0.67 and 1.0 eV⁻¹ on circles of radius 1.0, 1.5, 2.0, 2.5 and 3.0 eV. The minimum is at d/2 = 2 eV.

Now ‖G0λV‖ ≤ 2s/d < 1, so the perturbed resolvent has the expansion

G(z) = [z − H(λ)]⁻¹ = Σ λⁿG0(VG0)ⁿ, n = 0, 1, 2, ...

It converges uniformly on the circle and in any smaller disc |λ| ≤ r < r0. It may be integrated term by term, so

P(λ) = (1/2πi)∮G(z)dz

is analytic in λ for |λ| < r0. The integral runs counterclockwise.

P is a projector. To see this, use a slightly larger circle for a second variable w, with no spectrum between the circles. The identity

G(z)G(w) = [G(z) − G(w)]/(w − z)

turns P² into two double integrals. In the first, ∮dw/(w − z) = 2πi, because z is inside the w circle; this term gives P. In the second, ∮dz/(w − z) = 0, because w is outside the z circle. Hence P² = P.

At λ = 0 the integral gives |φ0><φ0|, of rank one. The rank cannot change along a path in the disc. If two projectors had different ranks, the larger range would contain a unit vector u annihilated by the projector of smaller rank, and their difference applied to u would have length 1. Projectors with a difference of norm below 1 thus have equal rank. Since P(λ) is continuous, any path can be cut into steps with differences below 1.

P(λ) commutes with H(λ), so its one-dimensional range is spanned by an eigenvector ψ. If the eigenvalue is E, then G(z)ψ = ψ/(z − E), and Pψ = ψ requires E to be inside the circle. Any other eigenvector with an eigenvalue inside would also belong to this range, so there is one such level.

To extract energy and vector, write the rank-one projector as

P(λ) = |ψ><η|, <η|ψ> = 1.

Taking the adjoint replaces λ by λ* and reflects the circle onto itself, so P(λ)† = P(λ*). Hence η is an eigenvector of H0 + λ*V with an eigenvalue inside the circle. The perturbation strength s is unchanged, and the second estimate applies to both ψ and η. Therefore

<φ0|P(λ)φ0> = <φ0|ψ><η|φ0> ≠ 0.

The eigenvector with the chosen normalization is

ψ(λ) = P(λ)φ0/<φ0|P(λ)φ0>.

Its numerator and denominator are analytic, and the denominator has no zero in the disc. For the energy, HG = zG − 1 gives, because the integral of 1 around the circle vanishes,

H(λ)P(λ) = (1/2πi)∮zG(z)dz.

This is also analytic and equals E(λ)P(λ). Hence

E(λ) = <φ0|H(λ)P(λ)φ0>/<φ0|P(λ)φ0>

is analytic for |λ| < r0. The Taylor series of both quantities converge throughout this disc, which proves the result.

**Second derivation: a root that stays simple**

Now let H0 and V be N by N matrices. The eigenvalues are the roots in z of

D(z, λ) = det(z − H0 − λV),

a polynomial in both variables whose leading term in z is z^N. Fix λ with |λ| < r0 and follow the roots of D(z, tλ) as t goes from 0 to 1. They move continuously, because the coefficients do and the leading coefficient stays 1.

By the first estimate, every root is within s of an unperturbed level throughout this motion. No root can therefore enter the ring

s < |z − E0| < d − s.

The ring has positive width d − 2s. At t = 0 there is one root inside it, namely E0, counted once because the level is nondegenerate. No root can cross the ring, so there is still one root inside at t = 1, again with multiplicity one. Call it E(λ).

For a simple root ∂D/∂z ≠ 0. The implicit function theorem then gives a locally analytic solution of D(z, λ) = 0. Nearby, this solution remains in |z − E0| < d/2, where there is one root, so it coincides with E(λ). The local pieces join into one single-valued analytic function on the whole disc.

The second estimate permits a = 1 in the eigenvector. Its remaining part is

χ(λ) = −λ[K + λQVQ − E(λ)]⁻¹QVφ0.

The entries of the inverse matrix are cofactors divided by a determinant. All are analytic in λ, and the determinant does not vanish. Thus ψ = φ0 + χ is analytic for |λ| < r0, and the same result follows without a projector integral.

**The matrix that saturates the bound**

For the two-level matrix, V² = v² times the unit matrix, so ‖V‖ = v. The secular equation is

z(z − d) − λ²v² = 0.

With q = 2‖V‖/d = 2v/d, the root that starts at zero is

E(λ) = d/2 − ½√(d² + 4λ²v²) = (d/2)[1 − √(1 + q²λ²)].

The square root has branch points at

λ = ±i/q = ±i d/(2v).

Both have modulus r0. A function analytic beyond this modulus could not contain them, so the radius is r0 itself. At λ = i/q,

H − d/2 = (d/2)[[−1, i], [i, 1]].

This matrix is not zero, but its square is. There is a double eigenvalue d/2 with one independent eigenvector, so H cannot be diagonalized.

The physical picture differs on the two axes. For real λ the gap √(d² + 4λ²v²) grows: the levels repel. For λ = iy the gap is √(d² − 4y²v²): the levels approach and meet midway, each having moved by d/2. That is the largest displacement allowed by the first estimate when s = d/2. Convergence at real coupling is thus limited by a coincidence at imaginary coupling, although no real coupling closes the gap.

The binomial series gives, for k ≥ 1,

E_(2k) = −(d/2) binom(1/2, k) q^(2k),

while odd orders vanish. The ratio of successive nonzero terms is

|E_(2k+2)/E_(2k)| = q²(k − 1/2)/(k + 1).

It tends to q². For q > 1 the terms eventually grow and the series diverges at λ = 1.

At q = 1 the ratio test does not decide. Let b_k = |binom(1/2, k)|. For 0 ≤ x < 1,

Σ b_k x^k = 1 − √(1 − x), k = 1, 2, ...

All terms are nonnegative and the sum is at most 1. Letting x approach 1 shows that Σ b_k = 1. Hence the magnitudes |E_n|, n ≥ 1, add up to d/2, and the energy series of this matrix converges absolutely at the threshold. The second component of its eigenvector is E(λ)/(λv), so that series converges there too. Above the threshold both diverge. No larger universal constant than 1/2 is therefore possible.

The opposite limit has a different small parameter. For 2v > d, taking v out of the square root at λ = 1 gives

E = d/2 − v√(1 + d²/(4v²)) = d/2 − v − d²/(8v) + ...

This expansion in d/(2v) converges where the original one fails. The divergence belongs to the chosen starting point; the energy itself remains finite.

**An error bound**

The first estimate also controls truncation. On a circle |λ| = r < r0 we have |E(λ) − E0| ≤ r‖V‖. Cauchy's estimate for a Taylor coefficient gives

|E_n| ≤ r‖V‖/rⁿ, n ≥ 1.

Letting r approach r0, and using r0 = 1/q and r0‖V‖ = d/2, gives

|E_n| ≤ (d/2)qⁿ.

For q < 1 the omitted terms after order N form a sum bounded by a geometric series, so at λ = 1

|E − Σ_(n=0)^N E_n| ≤ (d/2)q^(N+1)/(1 − q).

The bound covers every system admitted by the theorem, and it can be far larger than the actual error.

**Two-level numbers below, at and above threshold**

Take d = 4 eV. The threshold is d/2 = 2 eV, or 0.0735 hartree. For v = 1.5 eV, q = 2 × 1.5/4 = 0.75 and

E = 2 × [1 − √(1 + 0.5625)] = 2 × (1 − 1.25) = −0.5 eV,

or −0.01837 hartree. The first two corrections are

E_2 = −v²/d = −2.25/4 = −0.5625 eV,

E_4 = v⁴/d³ = 5.0625/64 = 0.0791 eV.

Their sum is −0.4834 eV. At order 8 the partial sum is −0.4978 eV. Its error relative to the diagonalized energy is 0.0022 eV, while the general bound is 0.60 eV. The bound ignores three features of this matrix: its odd orders vanish, its even terms alternate in sign, and they contain the decreasing factor b_k.

At v = 2 eV the energy is −0.8284 eV. The order-8 sum is −0.7969 eV and the order-64 sum is −0.8269 eV. The slow approach follows from

b_(k+1)/b_k = 1 − (3/2)/(k + 1),

which makes the terms fall as k^(−3/2), without an exponential factor. At order 400 the error is still 1.0 × 10⁻⁴ eV. The magnitudes of the terms add up to 1.920 eV by then; the remaining 0.080 eV of the limit d/2 = 2 eV lies in higher orders.

At v = 2.5 eV, q = 1.25 and the convergence radius is 0.8, so λ = 1 is outside. The energy is −1.2016 eV, but the partial sums at orders 4, 8, 16, 32 and 64 are −0.952, −0.963, −0.678, 5.49 and 3006 eV. The early sums look tame for a definite reason. The terms decrease while

q²(k − 1/2) < k + 1, or k < (1 + q²/2)/(q² − 1) ≈ 3.2.

The smallest term is therefore that with k = 4, order 8; from there on they grow. A few decreasing terms do not establish convergence. The gap at this coupling is 6.40 eV, wider than the unperturbed 4 eV.

A wider check used the five levels listed earlier and 20 random complex Hermitian perturbations of norm 1.8 eV, for which q = 0.9. Up to order 40 the error never exceeded 0.08 of its bound. At order 200 the largest error was about 4 × 10⁻¹⁵ eV, at the level of rounding. These matrices are far from saturating the bound. The numerical output follows the text.

**What each derivation assumes**

Both derivations use the first estimate, and hence the self-adjointness of H0, which makes the resolvent norm equal to the inverse distance from the spectrum. Both use the second estimate for the eigenvector. They differ in how they establish that the level can be followed analytically.

The resolvent derivation needs an isolated level and a bounded V, but no finite dimension. H0 may be unbounded and may have a continuum, provided that it stays at least d away from E0. The argument also survives in part if E0 is degenerate: the circle then encloses a group of levels, and the projector on the whole group is analytic for |λ| < r0. The separate energies and vectors are not covered.

The determinant derivation assumes finite matrices and a simple initial root. It needs only polynomial roots and the implicit function theorem, and it shows what must happen before the energy series can fail: the root being followed must meet another one. The eigenvector series, normalized by <φ0|ψ> = 1, can also fail without a meeting, at a coupling where the component a along φ0 vanishes; the second estimate excludes this only for |λ| < r0. The bound r0 is the earliest coupling strength at which the norm and the distance permit the followed root to meet another. In a particular matrix it may come later, or the roots may cross without a branch point, as they can when H0 and V are both diagonal.

Neither derivation covers an unbounded V. The Coulomb repulsion 1/r12 is unbounded in the full space, so the theorem does not apply to it there. In a finite basis its matrix has a finite norm, but this norm must still be compared with d/2.

One improvement is available to both. Replacing V by V − c, with c a real constant, changes E(λ) by −cλ and leaves the eigenvectors alone. Only E_1 changes. If W is the difference between the top and bottom of the spectrum of V, placing c midway gives ‖V − c‖ = W/2. The condition becomes

W < d.

In one five-level case, made by adding 5 eV times the unit matrix to the last of the random perturbations above, V had norm 6.49 eV, well above d/2 = 2 eV, but W = 3.29 eV, below d = 4 eV. Its series converged to the diagonalized energy within rounding. The two-level matrix has eigenvalues ±v of V, hence W = 2v, and it saturates this sharper condition as well.

Calculated quantities

```
Distance to nearest level d = 4.000 eV
Threshold norm d/2 = 2.000 eV = 0.073499 hartree
Largest resolvent norm on circles, five-level H0:
  circle radius 1.0 eV: 1.000000 1/eV
  circle radius 1.5 eV: 0.666667 1/eV
  circle radius 2.0 eV: 0.500000 1/eV
  circle radius 2.5 eV: 0.666667 1/eV
  circle radius 3.0 eV: 1.000000 1/eV
Two-level model at lam = 1:
  v = 1.5 eV, q = 0.750 (no unit)
    exact lower level -0.500000 eV
    gap 5.000000 eV
    branch-point modulus 1.333333 (no unit)
    radius from coefficients 1.333333 (no unit)
  v = 2.0 eV, q = 1.000 (no unit)
    exact lower level -0.828427 eV
    gap 5.656854 eV
    branch-point modulus 1.000000 (no unit)
    radius from coefficients 1.000000 (no unit)
  v = 2.5 eV, q = 1.250 (no unit)
    exact lower level -1.201562 eV
    gap 6.403124 eV
    branch-point modulus 0.800000 (no unit)
    radius from coefficients 0.800000 (no unit)
Lower level for v = 1.5 eV: -0.018375 hartree
Energy terms for v = 1.5 eV:
  order 2: -0.562500 eV
  order 4: 0.079102 eV
  order 6: -0.022247 eV
  order 8: 0.007821 eV
Partial sums in eV for v = 1.5, 2.0, 2.5 eV:
  order  2: -0.562500  -1.000000  -1.562500
  order  4: -0.483398  -0.750000  -0.952148
  order  8: -0.497824  -0.796875  -0.963324
  order 16: -0.499917  -0.816589  -0.678287
  order 32: -0.500000  -0.824127  5.485174
  order 64: -0.500000  -0.826887  3005.513419
v = 1.5 eV, actual error and error bound:
  order  4: 1.660e-02 eV, 1.898e+00 eV
  order  8: 2.176e-03 eV, 6.007e-01 eV
  order 16: 8.337e-05 eV, 6.014e-02 eV
  order 32: 3.071e-07 eV, 6.027e-04 eV
v = 2.0 eV, error at order 400: 9.955e-05 eV
v = 2.0 eV, sum of |E_n| to order 400: 1.920261 eV
Five-level H0 levels: -5.0, 0.0, 4.0, 6.5, 9.0 eV
20 random V, each of norm 1.800 eV, q = 0.90
  largest error/bound to order 40: 0.0761 (no unit)
  largest error at order 200: 3.75e-15 eV
Last V shifted by 5.0 eV: norm 6.4891 eV
  spread of its spectrum 3.2891 eV
  error at order 200: 8.88e-16 eV
```
